\section*{Sodium binding to a nonbridging oxygen and an AlO4 tetrahedron}

\section*{Problem}

In a sodium silicate glass, a sodium ion can compensate a nonbridging oxygen, which is bonded to one silicon only and carries a formal charge $-e$. If aluminium replaces silicon in a fully connected network, the sodium instead compensates an AlO$_4$ tetrahedron with total charge $-e$. Compare the two with point charges.

Model the nonbridging oxygen as one charge $-e$. Model the AlO$_4$ group as a regular tetrahedron with Al--O length $b$, a charge $-e/4$ on each oxygen and no charge on the aluminium. The sodium ion has charge $+e$, and its nearest oxygen is at the same distance $d>b$ in both cases. The binding energy $W$ is the work needed to take the sodium ion to infinity while all other charges stay fixed.

\begin{enumerate}
\item[(a)] Find the ratio $\rho$ of the AlO$_4$ binding energy to that of the single oxygen. Which of the two binds sodium more strongly?
\item[(b)] Evaluate $\rho$ for approach along a corner, an edge and a face axis of the tetrahedron, and examine the limit $d\gg b$.
\item[(c)] For $b<d\le 1.8\,b$, find the smallest and largest values of $\rho$ over all directions of approach.
\item[(d)] Give numbers for $d=0.235$ nm and $b=0.175$ nm, which are rough values typical of sodium aluminosilicate glass.
\item[(e)] Add the same short-range repulsion to every oxygen and let the distance adjust. Does the answer to (a) survive?
\item[(f)] Estimate the main effects left out, and say what the comparison implies for sodium motion.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The ratio}

Write $k=e^2/(4\pi\varepsilon_0)$, and let $r_i$ be the distance from sodium to oxygen $i$ of the tetrahedron. The potential energy is zero at infinity, so $W$ is minus the potential energy at the site:
\begin{equation}
W_N=\frac{k}{d},\qquad
W_A=\frac{k}{4}\sum_{i=1}^{4}\frac{1}{r_i},\qquad
\rho=\frac{W_A}{W_N}=\frac14\sum_{i=1}^{4}\frac{d}{r_i}.
\end{equation}
The nearest oxygen is at $d$, so every $r_i\ge d$ and every term $d/r_i$ is at most 1. Hence $\rho\le1$. Equality would need four equal distances, which occur only at the centre of the tetrahedron. There the distance is $b$, not $d$, so $\rho<1$.

The single oxygen binds more strongly. Both groups have total charge $-e$, but in AlO$_4$ part of that charge lies farther away than $d$. A uniform relative permittivity would divide both energies by the same number and leave $\rho$ unchanged.

\subsection*{(b) Three directions of approach}

Put the aluminium at the origin and the oxygens at $b\mathbf u_i$. The unit vectors satisfy $\sum_i\mathbf u_i=0$ and $\mathbf u_i\cdot\mathbf u_j=-1/3$ for $i\ne j$. A sodium ion at $R\mathbf v$, with $|\mathbf v|=1$, has
\begin{equation}
r_i^2=R^2+b^2-2bR\,\mathbf v\cdot\mathbf u_i .
\label{dist}
\end{equation}

\textit{Corner.} Here $\mathbf v=\mathbf u_1$ and $R=b+d$. One oxygen is at $d$. The other three have $\mathbf v\cdot\mathbf u_j=-1/3$ and lie at $r_c$, where
\begin{equation}
r_c^2=(b+d)^2+b^2+\tfrac23 b(b+d)=d^2+\tfrac83 bd+\tfrac83 b^2,
\qquad
\rho_c=\frac14\left(1+\frac{3d}{r_c}\right).
\end{equation}

\textit{Edge.} Now $\mathbf v$ is along $\mathbf u_1+\mathbf u_2$, whose squared length is $2-2/3=4/3$. Then $\mathbf v\cdot\mathbf u_1=\mathbf v\cdot\mathbf u_2=(2/3)(\sqrt3/2)=1/\sqrt3$, and the other two products are $-1/\sqrt3$. Setting the near distance equal to $d$ gives $R^2-2bR/\sqrt3+b^2-d^2=0$. The product of the roots, $b^2-d^2$, is negative, so one root is positive:
\begin{equation}
R_e=\frac{b}{\sqrt3}+\sqrt{d^2-\tfrac23b^2}.
\end{equation}
The far and near squared distances differ by $4bR_e/\sqrt3$, so
\begin{equation}
r_e^2=d^2+\frac{4bR_e}{\sqrt3},\qquad
\rho_e=\frac12\left(1+\frac{d}{r_e}\right).
\end{equation}

\textit{Face.} With $\mathbf v=-\mathbf u_4$, three products are $1/3$ and one is $-1$. The near distance gives $R^2-\frac23bR+b^2-d^2=0$, and the positive root is
\begin{equation}
R_f=\frac b3+\sqrt{d^2-\tfrac89b^2},\qquad r_f=R_f+b,\qquad
\rho_f=\frac14\left(3+\frac{d}{r_f}\right).
\end{equation}

\textit{Large distance.} To first order in $b/d$, the far distances are $r_c\simeq d+\frac43b$, $r_e\simeq d+\frac{2}{\sqrt3}b$ and $r_f\simeq d+\frac43b$. Therefore
\begin{equation}
\rho_c\simeq1-\frac bd,\qquad
\rho_e\simeq1-\frac{b}{\sqrt3\,d},\qquad
\rho_f\simeq1-\frac{b}{3d}.
\end{equation}
From far away the group acts as a charge $-e$ at the aluminium, which lies behind the nearest oxygen by $b$, $b/\sqrt3$ or $b/3$ along the line of approach. The ratio tends to 1, and the energy difference falls as $kb/d^2$. At contact $b/d$ is not small, and the full expressions are needed.

\subsection*{(c) The extreme values}

\textit{Smallest value.} Let oxygen 1 be the nearest and write the site as $b\mathbf u_1+d\mathbf n$, with $|\mathbf n|=1$. Since $|\mathbf u_1-\mathbf u_j|^2=8/3$, the other three distances obey
\begin{equation}
r_j^2=d^2+\tfrac83b^2+2bd\,\mathbf n\cdot(\mathbf u_1-\mathbf u_j).
\end{equation}
The sum of $\mathbf u_1-\mathbf u_j$ over $j=2,3,4$ is $3\mathbf u_1+\mathbf u_1=4\mathbf u_1$. The mean of the three $r_j^2$ is therefore $d^2+\frac83b^2+\frac83bd\,\mathbf n\cdot\mathbf u_1$, which is at most $r_c^2$. The function $s^{-1/2}$ is convex, so the mean of $1/r_j$ is at least (mean of $r_j^2)^{-1/2}$. It is also decreasing, so this is at least $1/r_c$. Thus $\rho\ge\rho_c$, and corner approach gives the minimum.

\textit{Largest value.} Three distances are at least $d$. If the farthest oxygen is never nearer than $r_f$, then $\rho\le\frac14(3+d/r_f)=\rho_f$. It remains to prove that condition.

Number the oxygens so that $r_1\le r_2\le r_3\le r_4$. For the site $\mathbf x$ let $t_i=\mathbf x\cdot\mathbf u_i$; by (\ref{dist}), $t_1\ge t_2\ge t_3\ge t_4$. For a regular tetrahedron $\mathbf x=\frac34\sum_it_i\mathbf u_i$, as taking the product with $\mathbf u_j$ confirms: $\frac34(t_j-\frac13\sum_{i\ne j}t_i)=\frac34(t_j+\frac13t_j)=t_j$, because $\sum_it_i=0$. Regrouping the sum with $\mathbf u_1+\mathbf u_2+\mathbf u_3=-\mathbf u_4$ gives
\begin{equation}
\mathbf x=\alpha\mathbf u_1+\beta(\mathbf u_1+\mathbf u_2)-\gamma\mathbf u_4,
\end{equation}
where $\alpha=\frac34(t_1-t_2)$, $\beta=\frac34(t_2-t_3)$ and $\gamma=\frac34(t_3-t_4)$ are not negative. Their sum is $t=\frac34(t_1-t_4)$, so
\begin{equation}
r_4^2=r_1^2+2b(t_1-t_4)=d^2+\tfrac83\,b\,t .
\label{far}
\end{equation}
For given $t$, the site lies in the triangle with vertices $t\mathbf u_1$, $t(\mathbf u_1+\mathbf u_2)$ and $-t\mathbf u_4$. Suppose $t<R_f$. The first vertex is then closer than $d$ to oxygen 1, because $R_f<b+d$ and $d>b$. The third is also closer than $d$, because it lies on the face axis inside $R_f$. The second lies on the edge axis at distance $2t/\sqrt3$ from the aluminium, and it is closer than $d$ if
\begin{equation}
R_f\le\tfrac{\sqrt3}{2}R_e .
\label{cond}
\end{equation}
A ball is convex, so the whole triangle would lie closer than $d$ to oxygen 1, which contradicts $r_1=d$. Hence $t\ge R_f$, and (\ref{far}) gives $r_4^2\ge d^2+\frac83bR_f$. The right side is $r_f^2$, since $d^2=R_f^2+b^2-\frac23bR_f$.

With $s=d/b$, condition (\ref{cond}) reads
\begin{equation}
\sqrt{s^2-\tfrac89}\le\tfrac16+\sqrt{\tfrac34s^2-\tfrac12}.
\end{equation}
The right side minus the left decreases with $s$. Its derivative is negative if $\frac34\sqrt{s^2-8/9}<\sqrt{3s^2/4-1/2}$, and squaring turns this into $\frac9{16}s^2<\frac34s^2$. At $s=1.8$ the two sides are 1.533 and 1.556, so the condition holds for all $1<s\le1.8$. In this range
\begin{equation}
\rho_c\le\rho\le\rho_f .
\end{equation}
The lower bound needs no such limit on $d$. Condition (\ref{cond}) fails beyond $d\simeq1.91\,b$, and there this proof of the upper bound does not apply.

\subsection*{(d) Numbers}

With $k=1.43996$ eV\,nm, the single oxygen gives $W_N=1.43996/0.235=6.128$ eV. Here $d/b=1.343$, inside the range of part (c). For the face,
\begin{equation}
R_f=0.0583+0.1673\simeq0.2257\ \text{nm},\quad r_f=0.4007\ \text{nm},\quad
\rho_f=\tfrac14\left(3+\tfrac{0.235}{0.4007}\right)=0.897 .
\end{equation}
The other directions follow in the same way, with $r_c=0.4965$ nm and $r_e=0.4141$ nm.

\begin{center}
\begin{tabular}{lccc}
approach & $\rho$ & $W_A$ (eV) & $W_N-W_A$ (eV)\\
corner & 0.605 & 3.707 & 2.421\\
edge & 0.784 & 4.803 & 1.325\\
face & 0.897 & 5.494 & 0.633
\end{tabular}
\end{center}

The third decimal only lets the arithmetic be followed. At this fixed $d$, AlO$_4$ binds sodium less strongly by 10 to 40\% of $W_N$, or by about 0.6 to 2.4 eV without screening.

\subsection*{(e) Letting the distance adjust}

Equal $d$ is a constraint, not a consequence of the forces. Give every oxygen a repulsive energy $B/r^n$. For the single oxygen, $V(r)=-k/r+B/r^n$ has its minimum at $d$ if $k/d^2=nB/d^{n+1}$, so $B=kd^{n-1}/n$ and
\begin{equation}
V(d)=-\frac kd\left(1-\frac1n\right).
\end{equation}
In AlO$_4$ each oxygen has a quarter of the attraction but the full repulsion. Because $B/r^n>B/(4r^n)$,
\begin{equation}
-\frac{k}{4r_i}+\frac{B}{r_i^n}>\frac14V(r_i)\ge\frac14V(d).
\end{equation}
Summing over four oxygens shows that the energy lies above $V(d)$ at every site. Within this model the single oxygen still binds more strongly.

For $n=8$ the single oxygen gives $6.128\times7/8=5.362$ eV. Numerical minimization over the sodium position, started from 12 directions, gives 4.071 eV for AlO$_4$. The ion sits over a face, with three oxygens at 0.281 nm and the fourth at 0.461 nm. The stretch follows from the force balance: if the fourth oxygen is ignored, $k/(4r^2)=kd^{n-1}/r^{n+1}$ gives $r=4^{1/7}d=0.286$ nm, and the attraction of the fourth oxygen shortens this slightly. The difference in binding is now 1.29 eV, about twice the 0.63 eV found for the face at fixed $d$ without repulsion. The value depends on the exponent: it is 1.48 eV for $n=6$ and 1.09 eV for $n=12$, with the ion over a face in each case.

\subsection*{(f) Neglected effects and sodium motion}

\textit{Repulsion and polarization at fixed $d$.} Sodium's field polarizes an oxygen of polarizability volume $\alpha'$ and lowers the energy by $\alpha'k/(2r^4)$. Take the rough value $\alpha'=0.0015$ nm$^3$ and treat the dipoles as independent, each in the field of the sodium ion alone; the field of the other oxygens is left out. With the $n=8$ repulsion, the single oxygen then gives $6.128-0.766+0.354=5.716$ eV, and the face gives $5.494-2.309+1.104\simeq4.29$ eV. Three contacts gain more polarization energy than one, but they cost still more repulsion. Including the field of the other oxygens and the coupling between the dipoles would roughly halve the gain for the face, to about 0.6 eV, and the single oxygen would still bind more strongly.

\textit{Bond polarity.} Over a face the sodium is 0.226 nm from the aluminium, closer than to any oxygen, so charge on the aluminium matters. Moving one electron charge from aluminium to its four oxygens changes $W_A$ by $-0.887$ eV for the face, $-0.204$ eV for the edge and $+0.195$ eV for the corner. Face and edge then both give about 4.6 eV. The preference for a face is therefore not a firm prediction. For the single oxygen, moving a quarter of an electron charge, the same amount per bond, from a silicon 0.16 nm away to the nonbridging oxygen would raise $W_N$ by about 0.27 to 0.62 eV for Si--O--Na angles from $90^\circ$ to $180^\circ$. That counts one bond only. Treating all four bonds of a tetrahedral silicon alike, as was done for aluminium, one electron charge moved from silicon to its four oxygens changes $W_N$ by about $-0.2$ to $-0.3$ eV at $90^\circ$ and $+0.17$ eV at $180^\circ$, so the sign depends on the angle. With formal charges, $+3e$ on aluminium and $+4e$ on silicon, the best site at fixed $d$ gives about 6.8 eV for the nonbridging oxygen and 4.3 eV for AlO$_4$, but the worst site at the nonbridging oxygen gives only 3.5 eV. The ordering then holds for the best sites, not for every direction.

\textit{Screening and surroundings.} A rough electronic permittivity of 2.2 reduces the differences at fixed $d$ to 0.29 eV (face), 0.60 eV (edge) and 1.10 eV (corner), although a continuum is a crude description at contact distance. A neighbouring neutral ion pair of length $d$, pointing at the sodium with its near end 0.6 nm away, shifts the energy by $k(1/0.6-1/0.835)\simeq0.68$ eV unscreened. This is as large as the face difference, so the comparison assumes equal surroundings. The thermal energy at 500 K, 0.043 eV, and the energy gained over $d$ in a field of 1 MV/cm, 0.024 eV, are much smaller.

\textit{The real glass.} Sodium in glass has several oxygen neighbours, often from more than one tetrahedron, and it does not leave for infinity when it hops. Activation energies for sodium conduction in such glasses are roughly below 1 eV, far less than the binding energies found here, because the network also attracts the ion at the saddle point of its path. The equal distance is also an assumption; adding the repulsion of part (e) and then letting the distance adjust changes the difference from 0.63 to 1.29 eV. The increase comes from the repulsion: at fixed $d$ it would give $5.362-(5.494-2.309)\simeq2.18$ eV for the face, and the adjustment of the distance lowers this. The model supports one statement about motion: a charge spread over four oxygens holds a nearby sodium ion less tightly than the same charge on one. That favours easier motion if the saddle-point energies are similar in the two glasses, a condition this calculation does not establish.
